# Walker's magnetostatic modes of a saturated sphere: the (n,n,0) family

## Result

A ferromagnetic or ferrimagnetic sphere of radius \(a\) is saturated along \(z\) by a uniform applied field \(H_0\). For every integer \(n\ge 1\) it has a magnetostatic mode, labelled \((n,n,0)\), with angular frequency

\[
\omega_n=\gamma\mu_0\left[H_0-\frac{M_s}{3}+\frac{n}{2n+1}M_s\right].
\]

Here \(M_s\) is the saturation magnetization and \(\gamma>0\) the gyromagnetic ratio. At \(n=1\) the two terms in \(M_s\) cancel, which leaves uniform precession at \(\omega_1=\gamma\mu_0H_0\).

The sphere is isotropic, lossless and in free space. Exchange and retardation are neglected, and the amplitude is small. The neglected effects are sized at the end.

## Static field

Uniform magnetization \(M_s\hat z\) produces the internal field \(-M_s\hat z/3\). To confirm this, take the potential \(-M_sz/3\) inside and \(-(M_sa^3/3)\cos\theta/r^2\) outside, with field \(=+\nabla(\text{potential})\). They agree at \(r=a\). The normal component of field plus magnetization is \((-\tfrac13+1)M_s\cos\theta\) inside and \(+\tfrac23M_s\cos\theta\) outside, and these are equal. The internal field is therefore \(H_i=H_0-M_s/3\), and we require \(H_i>0\). Define

\[
\omega_H=\gamma\mu_0\left(H_0-\tfrac13M_s\right),\qquad \omega_M=\gamma\mu_0M_s .
\]

## Response of the magnetization

Write \(\mathbf M=M_s\hat z+\mathbf m\) and \(\mathbf H=H_i\hat z+\mathbf h\). Since \(|\mathbf M|\) is fixed, \(m_z\) is of second order. Dropping the second-order product \(\mathbf m\times\mathbf h\) from \(\dot{\mathbf M}=-\gamma\mu_0\mathbf M\times\mathbf H\) leaves

\[
\dot m_x=-\omega_Hm_y+\omega_Mh_y,\qquad \dot m_y=\omega_Hm_x-\omega_Mh_x .
\]

Let all small quantities vary as \(e^{i\omega t}\), and set \(m_\pm=m_x\pm im_y\), \(h_\pm=h_x\pm ih_y\). Adding \(\pm i\) times the second equation to the first gives \(i\omega m_\pm=\pm i(\omega_Hm_\pm-\omega_Mh_\pm)\), so

\[
m_\pm=\frac{\omega_M}{\omega_H\mp\omega}\,h_\pm .
\]

For \(\omega>0\) only \(m_+\) can resonate. It describes counterclockwise rotation seen from \(+z\), the natural sense of precession. In Cartesian components

\[
m_x=\chi h_x+i\kappa h_y,\qquad m_y=\chi h_y-i\kappa h_x,
\]
\[
\chi=\frac{\omega_H\omega_M}{\omega_H^2-\omega^2},\qquad
\kappa=\frac{\omega\,\omega_M}{\omega_H^2-\omega^2},\qquad
\chi+\kappa=\frac{\omega_M}{\omega_H-\omega}.
\]

## Walker's equation and the boundary condition

Without retardation \(\nabla\times\mathbf h=0\), so \(\mathbf h=\nabla\psi\). Inside the sphere \(\nabla\cdot(\mathbf h+\mathbf m)=0\). The \(\kappa\) terms contribute \(i\kappa(\partial_x\partial_y-\partial_y\partial_x)\psi=0\), and what remains is Walker's equation

\[
(1+\chi)\left(\partial_x^2+\partial_y^2\right)\psi+\partial_z^2\psi=0 .
\]

Outside, \(\nabla^2\psi=0\). At \(r=a\) both \(\psi\) and the normal component \(b_r=h_r+m_r\) are continuous. With \(\rho^2=x^2+y^2\), the inner value follows from \(xm_x+ym_y=\chi(x\psi_x+y\psi_y)+i\kappa(x\psi_y-y\psi_x)\):

\[
a\,b_r=\left[(1+\chi)\rho\,\partial_\rho+z\,\partial_z+i\kappa\,\partial_\varphi\right]\psi .
\]

## Separation inside the sphere

Scale the coordinates as \(R=\rho/(a\sqrt\chi)\) and \(Z=z\sqrt{1+\chi}/(a\sqrt\chi)\). Every second derivative in Walker's equation then carries the factor \((1+\chi)/(a^2\chi)\), so \(\psi\) obeys Laplace's equation in the scaled space. The scaled surface is a spheroid, which suggests

\[
R^2=(\xi^2-1)(1-\eta^2),\qquad Z=\xi\eta .
\]

Take \(\chi>0\) and \(\xi>1\) first. Differentiation gives \(R_\xi R_\eta+Z_\xi Z_\eta=-\xi\eta+\xi\eta=0\), so the coordinates are orthogonal. The squared scale factors are

\[
g_\xi^2=\frac{\xi^2-\eta^2}{\xi^2-1},\qquad g_\eta^2=\frac{\xi^2-\eta^2}{1-\eta^2},\qquad g_\varphi^2=R^2 .
\]

The Laplacian needs \(g_\eta g_\varphi/g_\xi=\xi^2-1\), \(g_\xi g_\varphi/g_\eta=1-\eta^2\) and \(g_\xi g_\eta/g_\varphi=1/(\xi^2-1)+1/(1-\eta^2)\). Hence

\[
\partial_\xi[(\xi^2-1)\psi_\xi]+\partial_\eta[(1-\eta^2)\psi_\eta]+\left[\frac1{\xi^2-1}+\frac1{1-\eta^2}\right]\psi_{\varphi\varphi}=0 .
\]

Insert \(\psi=F(\xi)G(\eta)e^{-im\varphi}\) with \(m\ge0\) and separation constant \(n(n+1)\). Both \(F\) and \(G\) obey the associated Legendre equation, and we take

\[
\psi=P_n^m(\xi)\,P_n^m(\eta)\,e^{-im\varphi}.
\]

This is regular throughout the sphere. Indeed \(P_n^m(\xi)\propto(\xi^2-1)^{m/2}Q(\xi)\), where \(Q=d^mP_n/d\xi^m\) is a polynomial of definite parity, a product of factors \(\xi^2-q^2\) and possibly one factor \(\xi\). In the product \(Q(\xi)Q(\eta)\) these combine into \(\xi\eta=Z\) and

\[
(\xi^2-q^2)(\eta^2-q^2)=Z^2-q^2(1+R^2+Z^2)+q^4 .
\]

So, up to a constant factor, \(\psi\) is a polynomial in \(x,y,z\) whose coefficients are rational in \(\chi\). It therefore solves Walker's equation for negative \(\chi\) as well, although \(\xi\) may then be imaginary.

## Characteristic equation

The sphere is the coordinate surface \(\xi_0^2=(1+\chi)/\chi\). There \(\rho^2=a^2\chi(\xi_0^2-1)(1-\eta^2)=a^2(1-\eta^2)\) and \(z=a\eta\), so \(\eta=\cos\theta\). The inner potential then has the angular form \(P_n^m(\cos\theta)e^{-im\varphi}\) and matches a single outer harmonic, proportional to \(r^{-n-1}\), for which \(a\,\partial_r\psi=-(n+1)\psi\).

To evaluate \(b_r\), move \(\xi\) at fixed \(\eta\):

\[
\xi\frac{\partial\rho}{\partial\xi}=\frac{\xi^2}{\xi^2-1}\,\rho\;\xrightarrow{\ \xi=\xi_0\ }\;(1+\chi)\rho,\qquad \xi\frac{\partial z}{\partial\xi}=z .
\]

Thus \((1+\chi)\rho\partial_\rho+z\partial_z=\xi_0\partial_\xi\) on the surface, and \(i\kappa\partial_\varphi\) gives \(m\kappa\). Continuity of \(b_r\) becomes

\[
\xi_0\frac{P_n^{m\,\prime}(\xi_0)}{P_n^m(\xi_0)}+n+1+m\kappa=0 .
\]

The third mode index numbers the roots for given \(n\) and \(m\).

**The case \(m=n\).** The \(n\)th derivative of \(P_n\) is constant, so \(P_n^n\propto(\xi^2-1)^{n/2}\) and the first term equals \(n\xi_0^2/(\xi_0^2-1)=n(1+\chi)\). The condition reduces to

\[
2n+1+n(\chi+\kappa)=0
\quad\Rightarrow\quad
\frac{\omega_M}{\omega_H-\omega}=-\frac{2n+1}{n}
\quad\Rightarrow\quad
\omega_n=\omega_H+\frac{n}{2n+1}\,\omega_M .
\]

There is one root, labelled 0, and substituting \(\omega_H\) and \(\omega_M\) gives the stated result. The opposite azimuthal factor \(e^{+in\varphi}\) changes \(\kappa\) to \(-\kappa\) and yields \(\omega=-\omega_n\), which is the same real oscillation written in conjugate form.

**The case \(m=n-1\), \(n\ge2\).** Now \(P_n^{n-1}\propto\xi(\xi^2-1)^{(n-1)/2}\), and the first term is \(1+(n-1)(1+\chi)\). The condition is \(2n+1+(n-1)(\chi+\kappa)=0\), so

\[
\omega=\omega_H+\frac{n-1}{2n+1}\,\omega_M .
\]

For \(n=4\) the fraction is \(3/9=1/3\). The \((4,3,0)\) mode is thus degenerate with uniform precession at any field in this model. An axially symmetric perturbation cannot mix the two, because their azimuthal numbers differ.

## The same modes without special coordinates

For \(m=n\) the potential is simply \(\psi=C(x-iy)^n\), with \(C\) a constant. This form also covers \(\chi=-1\), where \(\xi_0=0\) and the scaled coordinates degenerate. Differentiation gives

\[
h_+=(\partial_x+i\partial_y)\psi=2nC(x-iy)^{n-1},\qquad h_-=(\partial_x-i\partial_y)\psi=0 .
\]

Hence \(m_-=0\), and \(\mathbf m=\nu\mathbf h\) with \(\nu=\omega_M/(\omega_H-\omega)\). Since \(\psi\) is homogeneous of degree \(n\), \(a\,h_r=n\psi\) at the surface. Continuity of \(b_r\) reads \(n(1+\nu)=-(n+1)\), so \(\nu=-(2n+1)/n\) as before, and

\[
\mathbf h=-\frac{n}{2n+1}\,\mathbf m .
\]

The mode has no volume charge, because \(\nabla\cdot\mathbf m=\nu\nabla^2\psi=0\). Its field comes from the surface charge \(m_r\) alone. Integrating Coulomb's law over this charge for \(n=7\), at one interior point, gave the factor 0.466667, against \(7/15=0.466667\).

## Physical reading

The number \(n/(2n+1)\) is a dynamic demagnetizing factor. It raises the frequency, while the static factor \(1/3\) lowers it. For \(n=1\) the magnetization remains uniform as it tilts, so the total demagnetizing field stays antiparallel to \(\mathbf M\) and exerts no torque. This explains the cancellation.

For large \(n\) the factor tends to \(1/2\). At the surface the mode has \(h_r=-\tfrac{n}{2n+1}m_r\) inside and \(h_r=+\tfrac{n+1}{2n+1}m_r\) outside. When the charge varies over distances much shorter than \(a\), the surface looks flat and the two sides share the jump \(m_r\) equally.

The intensity \(|\mathbf m|^2\propto(r\sin\theta)^{2n-2}\) moves towards the equator of the surface as \(n\) grows. The potential has phase \(\omega t-n\varphi\), so its pattern turns in the sense of precession at angular speed \(\omega_n/n\).

The distance from the uniform line is

\[
\omega_n-\omega_1=\omega_M\left(\frac{n}{2n+1}-\frac13\right)=\frac{n-1}{3(2n+1)}\,\omega_M .
\]

In the magnetostatic model it depends on neither \(H_0\) nor \(a\), and it stays below \(\omega_M/6\). Retardation adds a small dependence on both, sized below. If the frequency is held fixed and the field is swept, mode \(n\) appears at a field lower than the uniform resonance by \(M_s(n-1)/[3(2n+1)]\).

A uniform transverse drive field couples to \(\int\mathbf m\,dV\). The azimuthal integral of \((x-iy)^{n-1}\) vanishes for \(n>1\), so within this family such a drive excites \(n=1\) alone. The others require a nonuniform drive or a perturbation of the sphere.

## Worked example: a sphere for a tunable microwave filter

Take \(\mu_0M_s=180\) mT, \(\mu_0H_0=350\) mT, diameter 0.50 mm and \(g=2\), so that \(\gamma/2\pi=27.99\) GHz/T. The internal field is \(350-180/3=290\) mT. Then

\[
\frac{\omega_H}{2\pi}=27.9925\times0.290=8.118\ \text{GHz},\qquad
\frac{\omega_M}{2\pi}=27.9925\times0.180=5.039\ \text{GHz}.
\]

For \(n=2\) the frequency is \(8.118+\tfrac25\times5.039=10.13\) GHz. The first six modes are:

| \(n\) | \(f_n\) (GHz) | \(f_n-f_1\) (MHz) | field offset (mT) | share in \(r>0.9a\) |
|---|---|---|---|---|
| 1 | 9.80 | 0 | 0 | 27 % |
| 2 | 10.13 | 336 | 12.0 | 41 % |
| 3 | 10.28 | 480 | 17.1 | 52 % |
| 4 | 10.36 | 560 | 20.0 | 61 % |
| 5 | 10.41 | 611 | 21.8 | 69 % |
| 6 | 10.44 | 646 | 23.1 | 75 % |

The last column is the part of \(\int|\mathbf m|^2dV\) in the outer shell, \(1-0.9^{2n+1}\). For \(n=1\) it is just the shell's share of the volume. The frequencies crowd towards the limit \(\omega_H+\omega_M/2\), here 10.64 GHz.

The coefficient \(1+\chi\) vanishes at \(\omega^2=\omega_H(\omega_H+\omega_M)\), or 10.33 GHz. Modes 1 to 3 lie between \(\omega_H\) and this frequency, where \(1+\chi<0\) and Walker's equation is hyperbolic. Modes 4 to 6 lie above it, where the equation is elliptic. The family passes through without a break because \((x-iy)^n\) satisfies both parts of the equation separately.

An independent test expanded the transverse magnetization in all monomials up to third degree and computed the energy of its magnetic charges, without Walker's equation. The resulting eigenfrequencies for \(n=1\) to 4 agree with the formula. They also contain, in magnitude, all 24 roots of the characteristic equation found for \(n\le4\), with a largest mismatch of \(3\times10^{-14}\,\omega_M\).

## Effects left out, for this sphere

**Cubic anisotropy.** With the field along a cube axis, the anisotropy energy density near that axis is \(K_1(m_x^2+m_y^2)/M_s^2\). A field \(B\) along \(z\) gives \(B(m_x^2+m_y^2)/(2M_s)\), so anisotropy acts as an added field \(B_K=2K_1/M_s\). A magnitude of 8 mT shifts every mode by 224 MHz, in the direction set by the sign of \(K_1\). The spacings do not change.

**Retardation.** Let \(k_0=\omega/c\), \(x=k_0a\), and let \(\varepsilon\) be the relative permittivity. A sphere of scalar permeability \(\mu\) has its magnetic-dipole pole where, with \(y^2=\varepsilon\mu x^2\) and the outgoing spherical Hankel function \(h_1\),

\[
\frac{[y\,j_1(y)]'}{j_1(y)}=\mu\,\frac{[x\,h_1(x)]'}{h_1(x)} .
\]

For small arguments the left side is \(2-y^2/5\), and the ratio on the right is \(-1+x^2-ix^3\). Put \(\mu=-2+\delta\). To leading order in the real and imaginary parts separately,

\[
\delta=-\tfrac25(5+\varepsilon)x^2+2ix^3 .
\]

The uniform mode obeys \(\mathbf m=\nu\mathbf h\) with \(\nu=\mu-1=-3+\delta\). To first order its shift depends only on the field that uniform magnetization produces in the dielectric sphere, so the scalar result carries over. From \(\omega=\omega_H-\omega_M/\nu\),

\[
\Delta\omega=\frac{\omega_M\delta}{9}=-\frac{2}{45}(5+\varepsilon)x^2\omega_M+\frac{2i}{9}x^3\omega_M .
\]

With \(\varepsilon=15\) and \(x=0.0513\) the leading-order shift is \(-11.8\) MHz (higher orders in \(x\), including the tensor form of the permeability, change it by less than 0.1 MHz), and the full radiation width, twice the imaginary part, is 0.30 MHz. The program evaluates this pole with the opposite time factor \(e^{-i\omega t}\), which only reverses the sign of the imaginary part.

Retardation also changes the spacings, because higher modes shift less. For \(n=2\) the corresponding magnetic-quadrupole pole gives, to leading order, a real shift \(-\tfrac{3\varepsilon+7}{175}x^2\omega_M\), here about \(-4\) MHz. The \(n=2\) spacing therefore rises from 336 to about 343 MHz. This correction grows roughly as the square of both radius and frequency, so a sphere of 1 mm diameter at the same field would have a spacing of about 366 MHz.

**Damping.** A Gilbert term with parameter \(\alpha\) replaces \(\omega_H\) by \(\omega_H+i\alpha\omega\), which gives a full width \(2\alpha\omega\) for \(\alpha\ll1\). For \(\alpha=10^{-4}\) this is 1.96 MHz at \(n=1\), far below the 336 MHz spacing.

**Exchange.** The components of \(\mathbf m\) are harmonic, so \(\nabla^2\mathbf m=0\) and exchange enters only through the free-surface condition. By the divergence theorem \(\int|\nabla\mathbf m|^2dV=\tfrac{n-1}{a}\oint|\mathbf m|^2dS\), while \(\int|\mathbf m|^2dV=\tfrac{a}{2n+1}\oint|\mathbf m|^2dS\). The first-order shift is therefore \(\gamma(2A/M_s)(n-1)(2n+1)/a^2\), where \(A\) is the exchange stiffness. With \(A=4\) pJ/m it is about 0.1 kHz for \(n=2\).

**Temperature.** If \(M_s\) falls by 0.2 % per kelvin, warming by 10 K reduces the magnetostatic \(n=2\) spacing of 336 MHz by 2 %, or 6.7 MHz. In the isotropic magnetostatic model the \(n=1\) line does not depend on \(M_s\); the anisotropy and retardation shifts above do.

## Comparison with real filters

The parameters above are rough typical values for polished ferrimagnetic-insulator spheres in magnetically tuned filters. Of the assumptions sized here, isotropy costs most: with the field along a cube axis it displaces the absolute frequencies by about 0.2 GHz. The shift depends on the crystal orientation; for the same \(K_1\) the uniform line moves by about 0.15 GHz in the opposite direction when the field is along \(\langle111\rangle\). A real sphere also sits near coupling loops and metal walls. Their image fields are not included, and the free-space retardation figures serve only as a scale. Loops that produce a nonuniform field can excite the modes with \(n>1\) as unwanted responses. For a saturated sphere much smaller than the wavelength, both inside and outside it, in which the shape terms dominate the spacings, the nearest one of this family is expected about \(\omega_M/15\) above the main line at fixed field. This is not a spurious-free range, because modes of other families lie closer. At the field of the example \((4,3,0)\) coincides with the main line in the magnetostatic model, the \(n=2\), \(m=0\) mode lies about 134 MHz above it and \((5,4,0)\) about 153 MHz above it. The full set of computed values is in the numerical output.

## Values computed for the example and the checks

```
applied field mu0*H0 = 350 mT
saturation mu0*Ms = 180 mT
internal static field = 290 mT
sphere diameter = 0.50 mm, g = 2.0
gamma/(2 pi) = 27.9925 GHz/T
wH/(2 pi) = 8.1178 GHz, wM/(2 pi) = 5.0386 GHz
static demagnetizing factor (charges) = 0.333333
modes (n,n,0): f, spacing from n=1, field offset, 1+chi, share r>0.9a
n=1: 9.7974 GHz, 0.0 MHz, 0.00 mT, -0.3594, 27 %
n=2: 10.1333 GHz, 335.9 MHz, 12.00 mT, -0.1120, 41 %
n=3: 10.2772 GHz, 479.9 MHz, 17.14 mT, -0.0297, 52 %
n=4: 10.3572 GHz, 559.8 MHz, 20.00 mT, +0.0114, 61 %
n=5: 10.4081 GHz, 610.7 MHz, 21.82 mT, +0.0360, 69 %
n=6: 10.4434 GHz, 646.0 MHz, 23.08 mT, +0.0524, 75 %
frequency where 1+chi = 0: 10.3345 GHz
limit n -> infinity: 10.6371 GHz
charge eigenproblem, n=1: 9.7974 GHz
charge eigenproblem, n=2: 10.1333 GHz
charge eigenproblem, n=3: 10.2772 GHz
charge eigenproblem, n=4: 10.3572 GHz
characteristic roots checked (n<=4): 24
largest root mismatch / wM: 3e-14
Coulomb factor -h/m for n=7: 0.466667 (7/15 = 0.466667)
neglected effects:
anisotropy field 8 mT: common shift 224 MHz
relative permittivity = 15, k0*a = 0.0513
retardation shift, n=1 (dipole pole): -11.8 MHz
retardation shift, n=1 (leading formula): -11.8 MHz
radiation full width, n=1: 0.30 MHz
Gilbert alpha = 1e-04: full width, n=1: 1.96 MHz
exchange A = 4 pJ/m: shift, n=2: 0.125 kHz
Ms loss 0.2 %/K over 10 K: n=2 spacing falls by 6.7 MHz
```
